# The linear term in a pseudo-orbital and the potential at the origin

## Two potentials with the same level and the same core norm

Two pseudopotentials have been built for the 1s state of hydrogen. Both equal $-1/r$ beyond $r_c=1.5$ bohr. The lowest s level of each, found by diagonalization, is $-0.50000$ hartree, and the corresponding orbital has the probability $0.57681$ of lying inside $r_c$, as the true 1s orbital does. Near the nucleus they look like this, in hartree:

| $r$ (bohr) | first potential | second potential |
|---|---|---|
| 0.1 | −4.0032 | −5.2506 |
| 0.01 | −4.4106 | −23.6069 |
| 0.001 | −4.4501 | −203.6423 |
| 0.0001 | −4.4540 | −2003.6458 |

The first settles to a finite value. The second keeps growing: each tenfold reduction of $r$ multiplies it by 4.5, 8.6 and 9.8 in turn, a factor that tends to ten. The two constructions differ in one prescribed number: the coefficient of the term linear in $r$ in the pseudo-orbital, which is zero in the first case and $-0.2$ per bohr in the second. Why does this coefficient decide whether the potential is finite, and what fixes the finite value, near $-4.45$ hartree?

## The simple case: an s state

I use Hartree atomic units, in which the kinetic energy operator is $-\tfrac12\nabla^2$. The orbital is $R(r)Y_{lm}$, and $u(r)=rR(r)$. For $l=0$ the radial equation is

$$-\tfrac12 u''+Vu=Eu .$$

Usually $V$ is given and $u$ is sought. In a pseudopotential construction the order is reversed: $u$ and $E$ are chosen, and the equation is solved for the potential. Wherever $u\neq0$,

$$V(r)=E+\frac{u''(r)}{2u(r)} .$$

Near the origin take

$$u=A\,r\,(1+a_1r+a_2r^2+a_3r^3+\dots),\qquad A\neq0 ,$$

and assume that $u$ is smooth enough for this expansion to be differentiated term by term to the order used. Two derivatives give

$$u''=A\,(2a_1+6a_2r+12a_3r^2+\dots).$$

The amplitude $A$ cancels in the ratio:

$$V-E=\frac{a_1+3a_2r+O(r^2)}{r\,(1+a_1r+O(r^2))} .$$

Since $1/(1+a_1r+O(r^2))=1-a_1r+O(r^2)$, the numerator times this factor is $a_1+(3a_2-a_1^2)r+O(r^2)$. Dividing by $r$,

$$V(r)=\frac{a_1}{r}+\left[E+3a_2-a_1^2\right]+O(r).$$

The origin of the singularity is now visible. As $r\to0$, $u$ vanishes like $Ar$, but $u''$ tends to $2Aa_1$. If $a_1\neq0$, the kinetic term $-\tfrac12u''$ stays finite while the function that $V$ multiplies goes to zero. Only a potential that grows like $1/r$ can keep the balance. If $a_1=0$, then $u''$ vanishes linearly too, and the ratio has a finite limit:

$$V(0)=E+3a_2 .$$

**Limit 1: the Coulomb potential.** The hydrogen 1s function is $u\propto re^{-r}$, with $E=-\tfrac12$. Expanding the exponential gives $a_1=-1$ and $a_2=\tfrac12$. The pole is $-1/r$, as it should be. The constant term is $-\tfrac12+\tfrac32-1=0$, which is also right, because the potential is $-1/r$ with nothing added. This checks the term $-a_1^2$, which would be easy to lose if one looked at the finite case alone.

The 2s function, $u\propto r(1-r/2)e^{-r/2}$ with $E=-\tfrac18$, is a second check. Here

$$\left(1-\frac r2\right)\left(1-\frac r2+\frac{r^2}{8}-\dots\right)=1-r+\left(\frac18+\frac14\right)r^2+\dots ,$$

so $a_1=-1$, $a_2=\tfrac38$, and the constant term is $-\tfrac18+\tfrac98-1=0$.

**Limit 2: a constant potential.** If $V=V_0$ near the origin and $E>V_0$, the regular solution is $u\propto\sin kr$ with $k^2/2=E-V_0$. Its expansion is $kr(1-k^2r^2/6+\dots)$, so $a_1=0$ and $a_2=-k^2/6$. The formula returns $V(0)=E-k^2/2=V_0$.

## Any angular momentum

For general $l$ the radial equation contains the centrifugal term,

$$-\tfrac12u''+\frac{l(l+1)}{2r^2}u+Vu=Eu ,$$

and its inversion is

$$V=E-\frac{l(l+1)}{2r^2}+\frac{u''}{2u}.$$

A regular solution starts as $r^{l+1}$, so write

$$u=A\,r^{l+1}f(r),\qquad f=1+a_1r+a_2r^2+a_3r^3+a_4r^4+\dots$$

It might seem that a linear term would be harmless for $l\ge1$, because the orbital itself vanishes at the origin. To find out, take one power at a time. With $a_0=1$, the $k$th term of $u/A$ is $a_kr^{l+1+k}$. Its second derivative, less the centrifugal contribution, is

$$\left[(l+1+k)(l+k)-l(l+1)\right]a_kr^{l-1+k}.$$

The bracket is found by multiplying out:

$$(l+1+k)(l+k)=l(l+1)+k(l+1)+kl+k^2=l(l+1)+k(2l+1+k).$$

The bracket is therefore $k(2l+1+k)$. It vanishes for $k=0$: the leading power $r^{l+1}$ is what makes the $1/r^2$ terms cancel. Multiply the inversion formula by $u/(Ar^{l+1})=f$ and collect the remaining terms:

$$(V-E)f=\sum_{k\ge1}\frac{k(2l+1+k)}{2}\,a_k\,r^{k-2}.$$

The first four terms are

$$(V-E)f=\frac{(l+1)a_1}{r}+(2l+3)a_2+3(l+2)a_3\,r+(4l+10)a_4\,r^2+\dots$$

The first two coefficients govern the behaviour at the origin. For $k=1$ the coefficient is $(2l+2)/2=l+1$, and for $k=2$ it is $2(2l+3)/2=2l+3$.

It remains to divide by $f$. Through first order $1/f=1-a_1r+O(r^2)$. The correction $-a_1r$ acting on the pole gives $-(l+1)a_1^2$; acting on the other terms it gives only contributions of order $r$. Hence

$$\boxed{V(r)=\frac{(l+1)a_1}{r}+\left[E+(2l+3)a_2-(l+1)a_1^2\right]+O(r)}$$

The answer to the question about $l\ge1$ is that the linear term is not harmless. For a given $a_1$ the pole is stronger by the factor $l+1$ than for an s state. The potential is finite at the origin if and only if $a_1=0$, and then

$$\boxed{V(0)=E+(2l+3)a_2 .}$$

The sign of $a_1$ is the sign of the singularity: a negative $a_1$ produces an attractive pole and a positive $a_1$ a repulsive one.

These factors belong to Hartree units. In Rydberg units the kinetic operator is $-\nabla^2$, the numerical values of $V$ and $E$ double, and the finite value reads $V(0)=E+(4l+6)a_2$.

**Limit 1 again.** Read from potential to orbital, the result says that $V\approx-Z/r$ requires $a_1=-Z/(l+1)$, which is the nuclear cusp condition. For the hydrogen 2p function, $u\propto r^2e^{-r/2}$, we have $l=1$, $a_1=-\tfrac12$, $a_2=\tfrac18$ and $E=-\tfrac18$. The pole is $2(-\tfrac12)/r=-1/r$, and the constant is $-\tfrac18+\tfrac58-2\cdot\tfrac14=0$.

**Limit 2 again.** In a constant potential the regular $l=1$ solution is $u\propto\sin(x)/x-\cos x$ with $x=kr$. The two series are

$$\frac{\sin x}{x}=1-\frac{x^2}{6}+\frac{x^4}{120}-\dots,\qquad \cos x=1-\frac{x^2}{2}+\frac{x^4}{24}-\dots$$

Their difference is $x^2/3-x^4/30+\dots=(x^2/3)(1-x^2/10+\dots)$. So $a_1=0$, $a_2=-k^2/10$, and $V(0)=E+5a_2=E-k^2/2$, as required.

This limit also gives the physical meaning of $a_2$. When $a_1=0$, the quantity $E-V(0)=-(2l+3)a_2$ is the local kinetic energy at the origin, the limit of $-\tfrac12\nabla^2\psi/\psi$ for $\psi=RY_{lm}$. If $f$ bends downward, $a_2<0$, this energy is positive and the potential lies below $E$. If $f$ bends upward, the potential at the origin lies above $E$.

**Where the argument fails.** The inversion divides by $u$. If $u$ has a node at some $r_0>0$ and $u''(r_0)\neq0$, the potential diverges there, whatever $a_1$ is. The hydrogen 2s function escapes this because its $u''$ vanishes at the node as well. A freely chosen pseudo-orbital with a node has no such protection, so I take $u$ without nodes for $r>0$.

## Finite is not yet smooth

With $a_1=0$ the next terms follow from the same sum. Now $1/f=1-a_2r^2+O(r^3)$, so the division first changes the $r^2$ term:

$$V=E+(2l+3)a_2+3(l+2)a_3\,r+\left[(4l+10)a_4-(2l+3)a_2^2\right]r^2+\dots$$

Thus $V'(0)=3(l+2)a_3$. If $a_3\neq0$, the potential is finite but has a conical point at the nucleus when viewed as a function of position in three dimensions. Removing it takes the further condition $a_3=0$. A potential that is also flat to second order needs $(4l+10)a_4=(2l+3)a_2^2$. These are separate demands, and $a_1=0$ secures none of them.

## A norm-conserving family with a free linear term

To see what norm conservation contributes, I take a pseudo-orbital of Kerker type but keep a linear term in the exponent. For $r<r_c$,

$$u=r^{l+1}e^{p(r)},\qquad p=c_0+c_1r+c_2r^2+c_3r^3+c_4r^4 ,$$

and for $r\ge r_c$ it is the true orbital. The exponential has no zeros, so no nodes can appear inside $r_c$. The factor $e^{c_0}$ is the amplitude $A$. Expanding the rest to second order,

$$f=1+(c_1r+c_2r^2)+\tfrac12c_1^2r^2+\dots\quad\Rightarrow\quad a_1=c_1,\qquad a_2=c_2+\tfrac12c_1^2 .$$

If $c_1=0$, then also $a_3=c_3$, since no product of the remaining terms is of third order.

The potential over the whole core follows from the product rule. From $u=r^{l+1}e^p$,

$$\frac{u'}{u}=\frac{l+1}{r}+p',\qquad \frac{u''}{u}=\left(\frac{u'}{u}\right)'+\left(\frac{u'}{u}\right)^2=\frac{l(l+1)}{r^2}+\frac{2(l+1)p'}{r}+p'^2+p'' ,$$

where $-(l+1)+(l+1)^2=l(l+1)$ was used. The inversion then gives

$$V=E+\frac{(l+1)p'}{r}+\frac{p'^2+p''}{2}.$$

The true orbitals used here are the hydrogen 1s and 2p functions, for a nonrelativistic electron and a fixed point nucleus:

$$u_{1s}=2re^{-r},\qquad u_{2p}=\frac{r^2e^{-r/2}}{2\sqrt6}.$$

In both, the exponent is a straight line, $\ln A_0-\kappa r$, with $\kappa=1$ and $\tfrac12$. The matching conditions are therefore

$$p(r_c)=\ln A_0-\kappa r_c,\qquad p'(r_c)=-\kappa,\qquad p''(r_c)=0 .$$

They make $u$, $u'$ and $u''$ continuous, and the continuity of $u''$ makes $V$ continuous. The fourth condition is norm conservation: the integral

$$N=\int_0^{r_c}r^{2l+2}e^{2p}\,dr$$

must equal its value for the true orbital.

There are five coefficients and four conditions, so one coefficient can be prescribed. Let it be $c_1$. Can the conditions be met for any value of it?

For fixed $c_1$ the three matching conditions determine $c_0$, $c_3$ and $c_4$ once $c_2$ is given. Change $c_2$ by $\delta$ and ask how $p$ responds. The change of $p'$ is a cubic that begins with $2\delta r$, since $c_1$ is fixed. Its value and its slope must both vanish at $r_c$, because $p'$ and $p''$ are prescribed there. A cubic with a zero at the origin and a double zero at $r_c$ is fixed up to a factor, and the factor follows from the leading term:

$$\Delta p'(r)=2\delta\,r\left(1-\frac{r}{r_c}\right)^2 .$$

Since $\Delta p(r_c)=0$,

$$\Delta p(r)=-2\delta\int_r^{r_c}s\left(1-\frac{s}{r_c}\right)^2ds .$$

The integral is positive for $r<r_c$. Raising $c_2$ therefore lowers $p$ everywhere inside the core, and $N$ decreases strictly. As $\delta\to+\infty$, $N\to0$; as $\delta\to-\infty$, $N\to\infty$. Exactly one $c_2$ gives the required norm, for every choice of $c_1$.

So norm conservation and matching at $r_c$ do not enforce $a_1=0$. They constrain the function at $r_c$ and one integral over the core, and $c_0$, $c_2$, $c_3$ and $c_4$ can adjust to satisfy them around any linear term. A finite potential at the origin is an independent requirement. The true orbital is the plainest illustration: it satisfies all four conditions with $c_1=-\kappa$ and $c_2=c_3=c_4=0$, and its potential is the bare $-1/r$.

## Numbers for the 1s state

Take $E=-0.5$ hartree and $r_c=1.5$ bohr. The norm to be conserved is $0.57681$.

*Without a linear term.* The conditions give $c_2=-1.31816$ bohr$^{-2}$ and $c_3=0.72725$ bohr$^{-3}$. Here $a_2=c_2$, and

$$V(0)=-0.5+3(-1.31816)=-4.4545\ \text{hartree}=-121.21\ \text{eV}.$$

This is the value to which the first column of the opening table settles. The approach to it is governed by the slope $V'(0)=3\cdot2\cdot0.72725=4.3635$ hartree/bohr. At $r=0.01$ bohr the first two terms give $-4.4545+0.0436=-4.4109$ hartree, against the tabulated $-4.4106$. The slope is not zero, so this potential is finite but has the conical point described above.

*With $c_1=-0.2$ bohr$^{-1}$.* The conditions now give $c_2=-1.05540$ bohr$^{-2}$, so

$$a_2=-1.05540+\tfrac12(0.04)=-1.03540\ \text{bohr}^{-2}.$$

The pole has the coefficient $(l+1)a_1=-0.2$ hartree bohr, and the constant term is

$$-0.5+3(-1.03540)-(0.2)^2=-0.5-3.1062-0.04=-3.6462\ \text{hartree}.$$

At $r=0.0001$ bohr the sum is $-2000-3.6462=-2003.6462$ hartree. The tabulated value is $-2003.6458$, and the difference of $0.0004$ hartree is the omitted term of order $r$. For $l=0$ the terms $p'/r$, $p'^2/2$ and $p''/2$ contribute $3c_3$, $2c_1c_2$ and $3c_3$ to its coefficient; with $c_3=0.58257$ bohr$^{-3}$ this is $6c_3+2c_1c_2=3.4954+0.4222=3.918$ hartree/bohr, which gives $0.0004$ hartree at this radius. What this pseudo-orbital has achieved is to reduce the Coulomb singularity to one fifth of its strength, not to remove it.

## Numbers for the 2p state

Take $E=-0.125$ hartree and $r_c=3$ bohr. The norm to be conserved is $0.18474$.

*Without a linear term*, $a_2=c_2=-0.30263$ bohr$^{-2}$. Now $2l+3=5$, and

$$V(0)=-0.125+5(-0.30263)=-1.6381\ \text{hartree}=-44.58\ \text{eV}.$$

*With $c_1=-0.2$ bohr$^{-1}$*, $a_2=-0.16171$ bohr$^{-2}$. The pole coefficient is $2(-0.2)=-0.4$ hartree bohr, twice that of the s state with the same $a_1$, and the constant term is

$$-0.125+5(-0.16171)-2(0.2)^2=-0.125-0.8085-0.08=-1.0135\ \text{hartree}.$$

In all four cases the pole and the constant term were also extracted from a direct numerical inversion of $u$ at small $r$, and they agree with the formulas; the numerical check below prints the extracted pole and, for the constant term, both the extracted and the predicted value.

## Why the energy level does not notice

The potentials differ without limit near the nucleus, yet each gives the right level. By construction $u$ satisfies the radial equation at energy $E$ both inside and outside $r_c$, with $u$ and $u'$ continuous at the junction. It is regular at the origin and decays at large $r$, so it is a bound state of its own potential. Having no node, it is the lowest one for its $l$. None of this uses $a_1=0$. Diagonalizing the four radial Hamiltonians confirms it: the lowest levels are $-0.50000$ hartree for $l=0$ and $-0.12500$ hartree for $l=1$, with the intended core norms. Agreement of the level and the norm therefore cannot reveal a leftover singularity. One has to examine $a_1$, or $rV(r)$ as $r\to0$.

One distinction matters when the result is carried over to atoms with several electrons. The $V$ obtained by inversion is the screened potential, the total one in which the electron moves. In a density-functional calculation the ionic pseudopotential is found by subtracting the Hartree and exchange-correlation potentials of the valence electrons. It is finite at the origin when $a_1=0$, provided that the subtracted potentials are finite there. For the densities of the orbitals above this holds for the Hartree and local-density potentials, but not always for gradient-corrected ones. The PBE and BLYP potentials diverge at the origin for the 1s density with the linear term. The BLYP potential also diverges for the density of the 2p orbital alone, which vanishes at the origin, even with $a_1=0$. For the single electron of hydrogen, treated here without any self-interaction, there is nothing to subtract, and the values above refer to the ionic potential itself.

## Computed values

```
Hydrogen orbitals: a1 (1/bohr), a2 (1/bohr^2), (l+1)*a1 (hartree bohr)
  1s: a1 = -1.0000, a2 = 0.5000, (l+1)*a1 = -1.0000
  2s: a1 = -1.0000, a2 = 0.3750, (l+1)*a1 = -1.0000
  2p: a1 = -0.5000, a2 = 0.1250, (l+1)*a1 = -1.0000
1s: l = 0, E = -0.5000 hartree, rc = 1.50 bohr, core norm = 0.576810
 c1 = a1 = 0.00 1/bohr:
  c0 = 0.437457, c2 = -1.318160 1/bohr^2
  c3 = 0.727254 1/bohr^3, c4 = -0.144776 1/bohr^4
  a2 = -1.318160 1/bohr^2
  1/r coefficient by inversion = 0.000000 hartree bohr
  constant term: inversion -4.45448, formula -4.45448 hartree
  V(0) = -121.213 eV; V'(0): inversion 4.3635, formula 4.3635 hartree/bohr
  lowest eigenvalue = -0.50000 hartree, its core norm = 0.57681
 c1 = a1 = -0.20 1/bohr:
  c0 = 0.488921, c2 = -1.055396 1/bohr^2
  c3 = 0.582574 1/bohr^3, c4 = -0.116014 1/bohr^4
  a2 = -1.035396 1/bohr^2
  1/r coefficient by inversion = -0.200000 hartree bohr
  constant term: inversion -3.64619, formula -3.64619 hartree
  lowest eigenvalue = -0.50000 hartree, its core norm = 0.57681
2p: l = 1, E = -0.1250 hartree, rc = 3.00 bohr, core norm = 0.184737
 c1 = a1 = 0.00 1/bohr:
  c0 = -1.885084, c2 = -0.302629 1/bohr^2
  c3 = 0.078946 1/bohr^3, c4 = -0.007553 1/bohr^4
  a2 = -0.302629 1/bohr^2
  1/r coefficient by inversion = 0.000000 hartree bohr
  constant term: inversion -1.63814, formula -1.63814 hartree
  V(0) = -44.576 eV; V'(0): inversion 0.7105, formula 0.7105 hartree/bohr
  lowest eigenvalue = -0.12500 hartree, its core norm = 0.18474
 c1 = a1 = -0.20 1/bohr:
  c0 = -1.766468, c2 = -0.181706 1/bohr^2
  c3 = 0.047425 1/bohr^3, c4 = -0.004539 1/bohr^4
  a2 = -0.161706 1/bohr^2
  1/r coefficient by inversion = -0.400000 hartree bohr
  constant term: inversion -1.01353, formula -1.01353 hartree
  lowest eigenvalue = -0.12500 hartree, its core norm = 0.18474
V(r) in hartree for l = 0: r (bohr), a1 = 0, a1 = -0.2, -1/r
  0.1000  -4.0032  -5.2506  -10.0000
  0.0100  -4.4106  -23.6069  -100.0000
  0.0010  -4.4501  -203.6423  -1000.0000
  0.0001  -4.4540  -2003.6458  -10000.0000
```
